Grain-boundary resistance with frozen and with mobile dopants

PART 1. FROZEN DOPANTS: THE MOTT-SCHOTTKY RATIO

The decision that hangs on the result

A calculation of a charged grain boundary can end with a core potential φ0, and the quantity wanted is the resistance that the boundary offers to mobile ions. The conversion also runs backwards, from a resistance to φ0. In either direction one must first decide whether the dopants kept their uniform distribution when the boundary became charged, or had time to redistribute in its field. Uniform dopants lead, at large potential, to the ratio

ρ_sc/ρ_b ≈ exp(zeφ0/kT) / (2zeφ0/kT).

Here ρ_sc is the mean resistivity of the space-charge layers and ρ_b that of the bulk. Redistributed dopants lead to a smaller exponent. The formula above is a leading term and not an identity, so its error also has to be known before it is put into code.

Model and conventions

The boundary core is a plane at x = 0 with a positive charge. A space-charge layer lies on each side, and the grains are much wider than the layers. The mobile ions have charge +z and bulk density c_b. The dopants have charge −z_d and bulk density n_d. Bulk neutrality requires

z_d n_d = z c_b.

Atomic units are used in the algebra, so that e = 1 and 4πε0 = 1. The relative permittivity ε is uniform. The potential φ is measured from the bulk, and kT is an energy. The reduced potential is

Φ = zφ/kT,

with Φ0 its value at the edge of the core. In the numerical output Φ0 is called P. The ions are dilute, their mobility is uniform, and the potential depends on x alone. This is a mean-field continuum model. The resistance of the core itself is omitted.

At equilibrium the electrochemical potential of the ions, apart from a constant, is

μ̃ = kT ln c + zφ,

and it has the same value everywhere. Equating it to its bulk value gives kT ln c + zφ = kT ln c_b, hence

c = c_b exp(−Φ).

A positive potential repels positive ions, so Φ > 0 means depletion.

From concentration to resistance

Let M be the mobility defined by flux per ion and per unit force. The flux normal to the boundary is

J = −M c dμ̃/dx = −M kT (dc/dx + c dΦ/dx).

Multiplication by exp(Φ) turns the bracket into a total derivative:

d[c exp(Φ)]/dx = −J exp(Φ)/(M kT).

In the steady state J does not depend on x. Integration from a left end l to a right end r′ gives

J = M kT [c_l exp(Φ_l) − c_r′ exp(Φ_r′)] / ∫ exp(Φ) dx.

The numerator vanishes at equilibrium, so it is of first order in a small drive. To that order the integral may be taken with the equilibrium potential. It makes no difference whether the drive is a difference of concentration or of voltage. With Φ_l = Φ_r′ = 0, c_l = c_b(1 + δ) and c_r′ = c_b, the numerator is c_b δ. With equal concentrations c_b and end potentials ±δ/2, it is c_b[exp(δ/2) − exp(−δ/2)], which is again c_b δ to first order.

In electrical terms the current density is zJ and the voltage is the drop of μ̃ divided by z. Since the drop of μ̃ is J∫dx/(Mc), the resistance times area is

∫ dx/(z²Mc) = ρ_b ∫ exp(Φ) dx, with ρ_b = 1/(z²Mc_b).

Averaged over a window of width w on each side, the resistivity ratio is therefore

ρ_sc/ρ_b = (1/w) ∫₀^w exp(Φ) dx.

The two sides are equal by symmetry, which removes the factor 2 from both the resistance and the width. The result needs a voltage drop across the boundary that is small compared with kT/z. It also needs the ions to carry the current: a second carrier that is not depleted would conduct in parallel and lower the resistance.

The depletion profile

The charge density is that of the ions minus that of the uniform dopants,

z c_b exp(−Φ) − z_d n_d = −z c_b [1 − exp(−Φ)].

Poisson's equation, φ″ = −(4π/ε) × charge density, becomes

φ″ = (4πzc_b/ε)[1 − exp(−Φ)].

The depletion approximation sets the bracket to 1 for 0 < x < λ* and to 0 beyond. It treats the layer as empty of ions and the rest of the grain as neutral. The field and the potential vanish at x = λ*. The first integration gives

φ′ = −(4πzc_b/ε)(λ* − x),

and the second gives

φ = (2πzc_b/ε)(λ* − x)².

Setting φ(0) = φ0 fixes the width:

λ*² = εφ0/(2πzc_b),  φ = φ0(1 − x/λ*)².

It is useful to introduce the screening length of the ions alone,

L² = εkT/(4πz²c_b).

Since φ0 = kTΦ0/z, substitution in λ*² gives εkTΦ0/(2πz²c_b) = 2Φ0L², so

λ* = L√(2Φ0).

For code in SI units, the factor 4π in Poisson's equation is replaced by e/ε0. Then λ*² = 2ε0εφ0/(zec_b) with φ0 in volts, and L² = ε0εkT/(z²e²c_b) with kT in joules. The density is that of the ions. If the dopant density is given instead, c_b = z_d n_d/z must be used first.

The ratio in the depletion approximation

The window is now w = λ*. With u = 1 − x/λ*, dx = −λ* du, and the limits x = 0 and λ* become u = 1 and 0. The minus sign reverses the limits, and the ratio is

D(Φ0) = ∫₀¹ exp(Φ0u²) du.

The imaginary error function is defined by erfi(y) = (2/√π)∫₀^y exp(t²) dt. Putting t = u√Φ0 gives

D(Φ0) = √π erfi(√Φ0)/(2√Φ0).

To extract the behaviour at large Φ0, measure the exponent downwards from its value at the core: t = Φ0(1 − u²). Then u = (1 − t/Φ0)^(1/2) and du = −dt/(2Φ0u), so

D = [exp(Φ0)/(2Φ0)] ∫₀^Φ0 exp(−t)(1 − t/Φ0)^(−1/2) dt.

The square root is singular at the upper limit, but harmlessly. For t > Φ0/2 the exponential is below exp(−Φ0/2), and the integral of the remaining factor is √2 Φ0, so this part is exponentially small. For t < Φ0/2 the factor can be expanded as 1 + t/(2Φ0) plus a remainder of order t²/Φ0². Because ∫₀^∞exp(−t)dt = 1 and ∫₀^∞t exp(−t)dt = 1,

D = [exp(Φ0)/(2Φ0)] [1 + 1/(2Φ0) + O(1/Φ0²)].

The first factor is the Mott-Schottky ratio sought. Its parts have a direct meaning. The local resistivity at the core edge is exp(Φ0) times that of the bulk. The slope of the reduced potential there is −2Φ0/λ*, so the local resistivity falls by a factor e over a distance of about λ*/(2Φ0). The denominator 2Φ0 is thus the fraction of the layer that dominates the resistance, inverted.

Where the leading term fails

At small Φ0, expansion of the exponential in the integral gives D = 1 + Φ0/3 + …, which tends to 1 as it must. The leading term instead diverges as 1/(2Φ0). Its logarithm, Φ0 − ln(2Φ0), has derivative 1 − 1/Φ0, so it has a minimum at Φ0 = 1 of height e/2 ≈ 1.36. A code that inverts the leading term finds no solution for a smaller ratio and two solutions for a larger one. At large ratios the larger root is the one that approximates the solution for D. Near the minimum neither root is reliable. The leading term happens to cross D at Φ0 ≈ 0.85, where the ratio is 1.375, but already at a ratio of 1.40 its roots are 0.78 and 1.26, while D gives 0.90. The formula is therefore useful only well up the branch Φ0 > 1. At Φ0 = 4 it gives 6.8 where D is 8.2, which is 17% low relative to D. At Φ0 = 16 it is 3.4% low.

Removing the depletion approximation

The ions do not vanish abruptly at λ*. Multiplying the uniform-dopant Poisson equation by z/kT and using the definition of L gives

L²Φ″ = 1 − exp(−Φ).

Multiply by 2Φ′. The left side is the derivative of L²Φ′², and the right side is the derivative of 2[Φ + exp(−Φ)]. Far from the boundary Φ and Φ′ vanish, which fixes the constant:

L²Φ′² = 2F_0(Φ),  F_0(Φ) = Φ − 1 + exp(−Φ).

The potential decreases away from the core, so Φ′ = −√(2F_0)/L. The depletion approximation corresponds to F_0 replaced by Φ, as differentiation of its parabola confirms.

There is no longer a sharp edge, so the convenient quantity is the excess resistance of one side, expressed as an equivalent length of bulk material:

R = ∫₀^∞ [exp(Φ) − 1] dx.

Changing variable with dx = −L dΦ/√(2F_0) gives

R = L ∫₀^Φ0 [exp(q) − 1]/√(2F_0(q)) dq.

For comparison with D, the excess is assigned to the same width λ*, and the ratio is defined as 1 + R/λ*. In the depletion approximation this is D itself, because R = λ*(D − 1).

For large Φ0 put q = Φ0 − t. The dominant range is t of order 1, where F_0 = Φ0 − 1 − t apart from an exponentially small term. Then

1/√(2F_0) = (2Φ0)^(−1/2) [1 + (1 + t)/(2Φ0) + …].

The integral of exp(−t)(1 + t) is 2, so

R = L exp(Φ0)/√(2Φ0) × [1 + 1/Φ0 + …].

The range of small q contributes at most of order exp(Φ0/2), up to powers of Φ0, and does not affect this expansion. Division by λ* = L√(2Φ0) restores exp(Φ0)/(2Φ0) as the leading term. The first correction is twice that of the depletion approximation. Half of it comes from t, the change of slope within the profile. The other half comes from the −1 in F_0. That term is the effect of the ions remaining in the outer part of the layer: they offset some dopant charge, weaken the field at the core and widen the resistive region.

Worked example with frozen dopants

The parameters are round values for a model, with no material attached: z = 2, z_d = 1, temperature 800 K, ε = 100, c_b = 1.0×10⁻⁶ Å⁻³ and a core potential energy of 0.250 eV per unit charge. With kT = 0.06894 eV,

Φ0 = 2 × 0.250/0.06894 = 7.253.

The definition of L gives 97.59 Å, and

λ* = 97.59 × √(2 × 7.253) = 371.7 Å (702 bohr).

The leading ratio is exp(7.253)/14.51 = 97.3. The depletion integral gives 106.4. A grid solution of the drift-diffusion equation for the same parabolic profile agrees with it, for a concentration drive and for a voltage drive. Without the depletion approximation, R = 43101 Å and

1 + R/λ* = 1 + 43101/371.7 = 117.0.

Relative to this value the leading ratio is 17% low and the depletion integral 9% low. Multiplying the leading ratio by 1 + 1/Φ0 gives 97.35 × 1.138 = 110.8, still 5% low. At potentials of this size the integral for R is therefore preferable to its expansion.

PART 2. MOBILE DOPANTS: GOUY-CHAPMAN AND UNEQUAL CHARGES

Symbols and results carried over

The mobile ions have charge +z and bulk density c_b, and the dopants have charge −z_d and bulk density n_d, with z_d n_d = z c_b. The reduced potential is Φ = zφ/kT, with core value Φ0. The ion screening length is L = [εkT/(4πz²c_b)]^(1/2) in atomic units, and the frozen-dopant depletion width is λ* = L√(2Φ0). The ion density is c_b exp(−Φ). The excess resistance of one side, as a length of bulk material, is R = ∫₀^∞[exp(Φ) − 1]dx. Frozen dopants give L²Φ′² = 2F_0 with F_0 = Φ − 1 + exp(−Φ), and R ≈ L exp(Φ0)/√(2Φ0) at large Φ0. The ratio 1 + R/λ* then has the leading term exp(Φ0)/(2Φ0).

What "mobile dopants" means here

The dopants are now assumed to have reached equilibrium in the field of the boundary at the temperature of the measurement. They are also assumed too slow to carry current or to rearrange while the resistance is measured. The transport formula of Part 1 then still holds, since it uses only the ion density. If the dopants also moved during the measurement, R would still describe the ions but would not by itself be the measured resistance.

The dopant charge is negative, so constancy of kT ln n − z_dφ gives

n = n_d exp(z_dφ/kT) = n_d exp(rΦ),  r = z_d/z.

The dopants accumulate where the ions are depleted. The charge density is z c_b[exp(−Φ) − exp(rΦ)], by neutrality of the bulk, and Poisson's equation in reduced form is

L²Φ″ = exp(rΦ) − exp(−Φ).

Multiplication by 2Φ′ and integration from the bulk, where Φ = Φ′ = 0, gives

L²Φ′² = 2F_r(Φ),  F_r = exp(−Φ) − 1 + [exp(rΦ) − 1]/r.

As r → 0 at fixed Φ the last term tends to Φ, and F_r becomes F_0. One routine can therefore serve both cases. This is a formal limit: it describes frozen dopants of any charge because a vanishing r removes the response of the dopant density to the potential.

The excess resistance follows from dx = −L dΦ/√(2F_r), as before:

R = L ∫₀^Φ0 [exp(q) − 1]/√(2F_r(q)) dq.

For numerical work, F_r loses digits to cancellation at small q. Expansion of the exponentials to third order gives

F_r = (1 + r)q²/2 + (r² − 1)q³/6 + …,

and the integrand tends to the finite value 1/√(1 + r) at q = 0.

Equal charges: the Gouy-Chapman case

For r = 1 the first integral is a perfect square:

F_1 = exp(Φ) + exp(−Φ) − 2 = [exp(Φ/2) − exp(−Φ/2)]².

The numerator of the resistance integrand contains the same bracket:

exp(Φ) − 1 = exp(Φ/2)[exp(Φ/2) − exp(−Φ/2)].

The brackets cancel and leave exp(q/2)/√2. Its integral is √2[exp(Φ0/2) − 1], so

R = √2 L[exp(Φ0/2) − 1].

For small Φ the Poisson equation is L²Φ″ = 2Φ, so the Debye length of both species together is λ_D = L/√2. In terms of it, R = 2λ_D[exp(Φ0/2) − 1]. These are results for all Φ0 within the model, and not just for large Φ0.

The exponent is half that of the frozen case. The local resistivity at the core edge is still exp(Φ0) times that of the bulk, because it depends on the potential alone. The accumulated dopants, however, steepen the potential. Its slope there grows as exp(Φ0/2), and the resistive region shrinks by the same factor.

With the common width λ*, the leading ratio is

R/λ* ≈ √2 exp(Φ0/2)/√(2Φ0) = exp(Φ0/2)/√Φ0.

The choice of width matters. If λ_D were used instead, the ratio would be 1 + R/λ_D = 2exp(Φ0/2) − 1, although the boundary and its resistance are unchanged. A ratio should therefore be passed between codes together with its width. The length R needs no such convention.

Dopants with half the ion charge

For r = 1/2, as for singly charged dopants and doubly charged ions, put y = exp(Φ/2). Then

F_1/2 = 1/y² − 1 + 2(y − 1) = (2y³ − 3y² + 1)/y² = (y − 1)²(2y + 1)/y².

The last step is checked by multiplying out (y² − 2y + 1)(2y + 1) = 2y³ − 3y² + 1. Since Φ = 2 ln y, dΦ = 2dy/y. The numerator is exp(Φ) − 1 = (y − 1)(y + 1). Collecting the factors gives

[exp(Φ) − 1]dΦ/√(2F_1/2) = √2 (y + 1)dy/√(2y + 1).

Now let s = √(2y + 1). Then y + 1 = (s² + 1)/2 and dy = s ds, and the right side becomes (s² + 1)ds/√2. The lower limit y = 1 is s = √3, where s³/3 + s = 2√3. Hence

R = (L/√2)[s³/3 + s − 2√3],  s = √(2exp(Φ0/2) + 1).

At large Φ0, s³ tends to 2√2 exp(3Φ0/4), and R tends to (2/3)L exp(3Φ0/4). The exponent is reduced to three quarters of the frozen value, not to one half.

General charge ratio

When rΦ is large, F_r is dominated by exp(rΦ)/r, so √(2F_r) ≈ √(2/r) exp(rΦ/2). The integrand is then √(r/2) exp[(1 − r/2)q]. For 0 < r < 2 it grows with q, the upper end dominates, and

R ≈ L √(r/2) exp[(1 − r/2)Φ0]/(1 − r/2).

This requires both rΦ0 and (1 − r/2)Φ0 to be large. It must not be used to take r → 0 at fixed Φ0. In that limit the dopant term in F_r is not exponential, and the frozen result applies.

At r = 2 the integrand tends to 1, so R grows linearly, by L for each unit of Φ0. For r > 2 it decays and R saturates: the resistive region becomes thinner faster than its resistivity rises. In the numerical output, raising Φ0 from 30 to 40 increases R/L by 10.0000 for r = 2 and by less than 10⁻⁶ for r = 3. These potentials show the mathematical limits of the point-charge model and are not meant as physical cases.

Comparison at the same core potential

In the example, z = 2, z_d = 1, Φ0 = 7.253 and L = 97.59 Å. The mobile dopant density rises from 2.0×10⁻⁶ Å⁻³ in the bulk to 7.516×10⁻⁵ Å⁻³ at the core edge. Their ratio is y = exp(Φ0/2) = 37.58. Therefore

s = √(2 × 37.58 + 1) = 8.727,

R = (97.59/√2)(221.5 + 8.73 − 3.46) Å ≈ 1.565×10⁴ Å.

With λ* = 371.7 Å the ratio 1 + R/λ* is 43.1, against 117.0 for frozen dopants. The excess resistance is lower by a factor of 2.75. If the dopants had charge −2 at the same ion density, the Gouy-Chapman formula would give R = √2 × 97.59 × 36.58 Å ≈ 5.05×10³ Å and a ratio of 14.6. Solutions of the nonlinear Poisson equation on a grid agree with all three values of R.

Comparison at the same core charge

Equal potentials do not mean equal core charges. By Gauss's law the core charge per area is (ε/4π)|φ′(0)| for each side. With two sides and |φ′(0)| = (kT/z)√(2F_r(Φ0))/L,

Q = εkT√(2F_r(Φ0))/(2πzL) = 2zc_bL√(2F_r(Φ0)).

The second form uses εkT/(2πz) = 2zc_bL². In the example, frozen dopants give Q = 1.381×10⁻³ e/Å². Mobile dopants at the same potential need 4.690×10⁻³ e/Å², which is 3.4 times as much.

If the core charge is held fixed instead, the mobile-dopant potential Φ_m follows from

F_r(Φ_m) = F_0(Φ0).

For Φ > 0 and r > 0, [exp(rΦ) − 1]/r > Φ, so F_r > F_0. Both functions increase with Φ, and hence Φ_m < Φ0. In the example Φ_m = 3.054, or 0.105 eV per unit charge instead of 0.250 eV. The excess resistance falls to 731.5 Å, lower than the frozen value by a factor of 58.9. This factor can be written as a product of two parts, whose sizes depend on the order in which the changes are made. If the dopants are first redistributed at equal potential, the steeper profile accounts for 2.75, and the fall of the potential that follows accounts for 15650.7/731.5 = 21.4. Here the lower potential is the larger effect.

A real core need not hold either quantity fixed. Suppose that its charge is a function Q_core(Φ0) that does not increase with potential, as when a higher potential makes it harder to add positive ions to the core. Suppose also that this function is the same for both kinds of dopant. The actual potential is where Q_core equals the charge screened by the layer. Mobile dopants screen more charge at each potential, so they move the crossing to a lower potential and to an equal or larger charge. The result lies between the two comparisons: for the example, between 0.105 and 0.250 eV. A calculation that supplies Q_core can solve for the crossing directly. If dopants enter the core itself, Q_core changes too, and this bracket no longer follows.

Consequences for extracting a potential

Suppose that the mobile-dopant resistance with r = 1/2 is analysed with the leading frozen law R = L exp(Φ0)/√(2Φ0), with L known. This law has its minimum at Φ0 = 1/2, and the larger root is taken. The apparent core energy is 0.219 eV instead of 0.250 eV, an error of −12% relative to the true value.

The error is modest because the potential depends on the logarithm of R. The frozen and mobile resistances differ by ln 2.754 = 1.013. The leading law is itself below the full frozen result: its R is 97.35 × 371.7 Å = 36185 Å, and ln(43101/36185) = 0.175. This offsets part of the difference and leaves 0.838. The logarithm of the law changes by 1 − 1/(2Φ0) ≈ 0.93 per unit of Φ0 in this range, so Φ0 is underestimated by about 0.90. Multiplication by kT/z = 0.0345 eV gives 0.031 eV, as found. The two errors have opposite signs here, so correcting one of them alone need not improve the result.

The temperature dependence is affected as well. Let φ0, c_b and ε be fixed, so that λ* does not change with temperature. Differentiating the logarithm of exp(Φ0)/(2Φ0) with respect to 1/kT gives an apparent energy zφ0 − kT. In the mobile case L varies as (kT)^(1/2), and the large-potential law for R/λ* gives (1 − r/2)zφ0 − kT/2. The mobile result assumes that the dopants re-equilibrate at each temperature. For the example these leading laws give 0.431 eV and 0.341 eV. The full values follow from the integral for R. At fixed L, ∂R/∂Φ0 = [exp(Φ0) − 1]L/√(2F_r(Φ0)). Since Φ0 = zφ0/kT and L varies as (kT)^(1/2), the apparent energy of R/λ* is zφ0(∂R/∂Φ0)/R − kT/2. Here exp(Φ0) − 1 = 1411, and L/√(2F_r(Φ0)) is 27.60 Å for frozen and 8.12 Å for mobile dopants. This gives 0.5 × 1411 × 27.60/43101 − 0.03447 = 0.417 eV and 0.5 × 1411 × 8.12/15650.7 − 0.03447 = 0.332 eV. Relative to these values the leading laws are about 3% high. These are the energies of R/λ*. For 1 + R/λ* they are multiplied by R/(R + λ*), which gives 0.414 eV and 0.324 eV, and the leading laws are then about 4% and 5% high. All of these energies refer to a ratio to the bulk resistivity, so the activation energy of ρ_b must be added to obtain that of the boundary resistance itself. If φ0 varies with temperature, these expressions no longer apply as they stand, because both Φ0 and λ* then acquire a further temperature dependence.

Conditions under which the comparison fails

Dopants may be equilibrated at one temperature and then frozen while the measurement is made at a lower one. Neither case then applies. If Φ_p(x) is the reduced potential at the preparation temperature, the frozen density is n_d exp[rΦ_p(x)]. At the measurement temperature, with the same bulk ion density, the equation to solve is

L²Φ″ = exp[rΦ_p(x)] − exp(−Φ).

Here L and Φ refer to the measurement temperature. The right side depends explicitly on x, so the first integral used above is not available, and the profile must be found on a grid. The resistance still follows from R = ∫[exp(Φ) − 1]dx.

The continuum description is strained near the core even for the dilute parameters chosen here. The potential energy of an ion changes by kT over a length of about 28 Å for frozen dopants and 8 Å for mobile ones, as judged from the slope at the core. The corresponding dopant spacings, taken as the inverse cube root of the density, are about 79 Å and 24 Å. Individual dopants can therefore make the potential vary along the boundary, which the model averages away. Current may then prefer places with a lower barrier, and its paths are no longer described by a one-dimensional series resistance. The size of this effect is not determined here.

At higher doping or potential, exp(rΦ) can also predict more dopants than there are sites. The dilute expression for the chemical potential must then be replaced by one with a finite number of sites, and F_r must be derived again from the new charge density. The numbers in the example are accurate solutions of the stated model, and they leave out these effects as well as the resistance of the core.

Values computed for the example and the checks

```
ion charge 2, dopant charge -1 (units of e)
temperature 800 K; kT 0.06894 eV
relative permittivity 100
bulk ion density 1.0e-06 per A^3
bulk dopant density 2.0e-06 per A^3
core potential energy per unit charge 0.250 eV
reduced core potential P 7.2528
ion screening length L 97.59 A
depletion width lambda* 371.70 A = 702.41 bohr
core ion density 7.082e-10 per A^3
core-edge mobile dopant density 7.516e-05 per A^3
length for potential drop kT/z at core: frozen 27.60 A, mobile 8.12 A
core charge, depletion approximation 1.4868e-03 e/A^2
core charge, full frozen 1.3806e-03 e/A^2
core charge, mobile at same potential 4.6896e-03 e/A^2
Resistivity ratios at the model potential (dimensionless)
leading law exp(P)/(2P) 97.347
depletion integral D 106.448
drift-diffusion grid: concentration-driven 106.448, voltage-driven 106.449
full frozen, 1+R/lambda* 116.957
mobile r=1/2, 1+R/lambda* 43.106
mobile r=1, 1+R/lambda* 14.582
Excess resistance R per side (equivalent bulk length)
full frozen 43101.0 A
mobile r=1/2 15650.7 A; mobile r=1 5048.4 A
Poisson-grid R: frozen 43101.0 A, r=1/2 15650.7 A, r=1 5048.4 A
frozen/mobile R at same potential, r=1/2 2.754
Mobile r=1/2 at the full-frozen core charge
reduced potential 3.0535; energy 0.1053 eV
R per side 731.5 A; frozen/mobile R 58.92
apparent core energy from leading frozen law applied to mobile r=1/2 R 0.2188 eV
minimum of leading law 1.3591 at P 1.0000
first-correction coefficients times P, at P=400: depletion 0.5019, full 1.0047
R/L increase from P=30 to 40: r=2 10.0000, r=3 7.4e-07
Ratios versus P; last three columns are 1+R/lambda*
P  leading  depletion  full-frozen  mobile-r1/2  mobile-r1
0.1  5.5259  1.0344  1.2313  1.188  1.1621
1.0  1.3591  1.4627  2.0163  1.7892  1.6487
2.0  1.8473  2.3645  3.2037  2.5967  2.215
4.0  6.8248  8.2263  10.05  6.3498  4.1945
8.0  186.31  201.51  218.76  70.407  19.95
12.0  6781.4  7110.6  7465  1109.3  117.17
16.0  2.7769e+05  2.8735e+05  2.9753e+05  19196  745.99
```
